# Kambersky damping from the low-frequency response to magnetization rotation: a numerical check

```python
# Result under test: Kambersky's torque-correlation damping
#   alpha = pi/(2 S) sum_nm int dE (-f') A_n A_m |<n|[sigma^-, H_so]|m>|^2
# S: spin per cell in units of hbar; f: Fermi function; A_n: Lorentzian of
# half-width eta around band energy E_n; H_so: spin-orbit coupling.
# Model: p orbitals on a simple cubic lattice, exchange field along z.
# Energies in eV, wave vectors in inverse lattice constants.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import expit

HOP = {1: (0.5, -0.1), 2: (0.2, -0.05)}   # squared distance: (sigma, pi)
SPLIT, XI, MU = 2.0, 0.1, 0.0

pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
sig = [np.kron(np.eye(3), s) for s in pauli]
L = np.zeros((3, 3, 3), complex)
for a, b, c in itertools.permutations(range(3)):
    L[a, b, c] = -1j * np.linalg.det(np.eye(3)[[a, b, c]])
SO_UNIT = 0.5 * sum(np.kron(L[a], pauli[a]) for a in range(3))


def comm(a, b):
    return a @ b - b @ a


def exchange(theta=0.0):
    """Exchange term after rotating its direction by theta about x."""
    return -0.5 * SPLIT * (np.cos(theta) * sig[2] - np.sin(theta) * sig[1])


def so_torque(axis, xi):
    return 0.5j * comm(sig[axis], xi * SO_UNIT)


def ex_torque(axis):
    return -0.5j * comm(sig[axis], exchange())


neighbours = np.array([d for d in itertools.product((-1, 0, 1), repeat=3)
                       if sum(x * x for x in d) in HOP])
blocks = []
for d in neighbours:
    r2 = int(d @ d)
    s_hop, p_hop = HOP[r2]
    blocks.append(p_hop * np.eye(3) + (s_hop - p_hop) * np.outer(d, d) / r2)
blocks = np.array(blocks)


def kinetic(k):
    hop = np.einsum('kd,dab->kab', np.cos(k @ neighbours.T), blocks)
    return np.einsum('kab,st->kasbt', hop, np.eye(2)).reshape(-1, 6, 6)


def mesh(n, full=False):
    p = (np.arange(2 * n if full else n) + 0.5) * np.pi / n
    return np.stack(np.meshgrid(p, p, p, indexing='ij'), -1).reshape(-1, 3)


def lorentz(x, eta):
    return eta / np.pi / (x * x + eta * eta)


def band_sum(n, xi, etas):
    """Spin per cell and rows (intraband, interband, exchange form)."""
    k = mesh(n)
    e, v = np.linalg.eigh(kinetic(k) + exchange() + xi * SO_UNIT)
    vh = v.conj().transpose(0, 2, 1)
    sz = np.einsum('kan,a->kn', abs(v)**2, np.diag(sig[2]).real)
    spin = 0.5 * np.sum(sz * (e < MU)) / len(k)
    sigma_minus = 0.5 * (sig[0] - 1j * sig[1])
    m_so = abs(vh @ comm(sigma_minus, xi * SO_UNIT) @ v)**2
    m_ex = abs(vh @ comm(sigma_minus, exchange()) @ v)**2
    diag = np.einsum('knn->kn', m_so)
    rows = []
    for eta in etas:
        w = lorentz(MU - e, eta)
        pre = np.pi / (2 * spin * len(k))
        total = pre * np.sum(w * np.einsum('knm,km->kn', m_so, w))
        exch = pre * np.sum(w * np.einsum('knm,km->kn', m_ex, w))
        intra = pre * np.sum(diag * w * w)
        rows.append((intra, total - intra, exch))
    return spin, np.array(rows)


# --- Macrospin: field energy lost equals alpha * integral of |dm/dt|^2 ---
a_test, omega_test = 0.05, 1.0


def llg(t, y):
    m = y[:3]
    cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    rate = np.linalg.solve(np.eye(3) - a_test * cross,
                           -omega_test * np.cross(m, [0, 0, 1.0]))
    return np.append(rate, rate @ rate)


start = [np.sin(1.0), 0, np.cos(1.0), 0]
sol = solve_ivp(llg, (0, 20), start, rtol=1e-9, atol=1e-11)
lost = omega_test * (sol.y[2, -1] - start[2])
gilbert_heat = a_test * sol.y[3, -1]
assert lost > 0.1 and abs(lost / gilbert_heat - 1) < 1e-6

# --- Disordered cluster: exchange and spin-orbit torque elements ---
rng = np.random.default_rng(3)
sites = 4
site_split = 1.5 + rng.random(sites)
orb = rng.normal(size=(3 * sites, 3 * sites))
h_orb = np.kron(orb + orb.T, np.eye(2))
h_so = np.kron(np.eye(sites), XI * SO_UNIT)
sx = np.kron(np.eye(sites), sig[0])


def cluster(theta):
    return h_orb + h_so + np.kron(np.diag(site_split / SPLIT), exchange(theta))


step = 1e-4
e_c, v_c = np.linalg.eigh(cluster(0.0))
lab = (cluster(step) - cluster(-step)) / (2 * step)
difference = v_c.conj().T @ (lab - 0.5j * comm(sx, h_so)) @ v_c
expected = -0.5j * (e_c[None, :] - e_c[:, None]) * (v_c.conj().T @ sx @ v_c)
cluster_err = np.max(abs(difference - expected))
assert cluster_err < 1e-6

# --- Level slopes under rotation equal diagonal spin-orbit torques ---
k_test = np.array([[0.7, 1.1, 1.9]])
h_kin = kinetic(k_test)[0]
h_test = h_kin + exchange() + XI * SO_UNIT
e_t, v_t = np.linalg.eigh(h_test)
slope = (np.linalg.eigvalsh(h_kin + exchange(step) + XI * SO_UNIT)
         - np.linalg.eigvalsh(h_kin + exchange(-step) + XI * SO_UNIT))
slope /= 2 * step
diag_torque = np.diag(v_t.conj().T @ so_torque(0, XI) @ v_t).real
assert np.max(abs(slope)) > 1e-5
assert np.max(abs(slope - diag_torque)) < 1e-7
area = quad(lambda x: lorentz(x, 0.1)**2, -np.inf, np.inf)[0]
assert abs(area * 2 * np.pi * 0.1 - 1) < 1e-7

# --- Driven open system: every orbital has its own wide-band bath ---
ETA_T, KT_T = 0.1, 0.05
mu_t = e_t[2] + 0.05
e_step = 0.02
e_grid = np.arange(-15, mu_t + 2, e_step)
occ = expit((mu_t - e_grid) / KT_T)


def driven_friction(h, torque, w, frame=0.0):
    """2 hbar P / (w theta0)^2 from the harmonics of the driven states."""
    theta0 = 0.004
    vp = 0.5 * theta0 * (torque + 0.5j * frame * w * sig[0])
    vm = vp.conj().T
    base = (np.kron(np.eye(5), -h + 1j * ETA_T * np.eye(6))
            + np.kron(np.diag(np.arange(-2, 3)) * w, np.eye(6))
            - np.kron(np.eye(5, k=-1), vp) - np.kron(np.eye(5, k=1), vm))
    x = np.linalg.inv(e_grid[:, None, None] * np.eye(30) + base)
    x = x[:, :, 12:18].reshape(-1, 5, 6, 6)
    pair = x[:, 1:] @ x[:, :-1].conj().transpose(0, 1, 3, 2)
    rho1 = ETA_T / np.pi * e_step * np.einsum('e,enab->ab', occ, pair)
    power = -2 * w * np.trace(vm @ rho1).imag
    return 2 * power / (w * theta0)**2


def formula_friction(h, torque):
    e, v = np.linalg.eigh(h)
    spec = lorentz(e_grid[:, None] - e, ETA_T)
    weight = occ * (1 - occ) / KT_T * e_step
    overlap = np.einsum('e,en,em->nm', weight, spec, spec)
    return np.pi * np.sum(abs(v.conj().T @ torque @ v)**2 * overlap)


slow = 0.001
t_so = so_torque(0, XI)
fr_formula = formula_friction(h_test, t_so)
fr_driven = driven_friction(h_test, t_so, slow)
fr_frame = driven_friction(h_test, t_so, slow, frame=1.0)
fr_fast = driven_friction(h_test, t_so, 0.2)
assert fr_formula > 0
assert abs(fr_driven / fr_formula - 1) < 3e-3
assert abs(fr_frame / fr_formula - 1) < 5e-3
h_free = h_kin + exchange()
leak_formula = formula_friction(h_free, ex_torque(0))
leak_driven = driven_friction(h_free, ex_torque(0), slow)
assert leak_driven > 0 and abs(leak_driven / leak_formula - 1) < 3e-3

# --- Full-zone Green-function traces against the octant band sum ---
s5, r5 = band_sum(5, XI, [0.1])
h_full = kinetic(mesh(5, full=True)) + exchange() + XI * SO_UNIT
green = np.linalg.inv((MU + 0.1j) * np.eye(6) - h_full)
spectral = 1j * (green - green.conj().transpose(0, 2, 1)) / (2 * np.pi)
a_axis = []
for axis in (0, 1):
    ta = so_torque(axis, XI) @ spectral
    a_axis.append(np.pi / s5 * np.einsum('kab,kba->', ta, ta).real
                  / len(h_full))
assert abs(a_axis[0] / a_axis[1] - 1) < 1e-8
assert abs(np.mean(a_axis) / (r5[0, 0] + r5[0, 1]) - 1) < 1e-8

# --- Worked example ---
etas = [0.05, 0.1, 0.2, 0.4, 0.8]
spin_c, rows_c = band_sum(36, XI, etas)
spin, rows = band_sum(44, XI, etas)
total, total_c = rows[:, :2].sum(1), rows_c[:, :2].sum(1)
mesh_change = np.max(abs(total_c / total - 1))
assert spin > 0 and abs(spin_c / spin - 1) < 0.01
assert mesh_change < 0.03
assert rows[0, 0] > rows[1, 0]
spin0, rows0 = band_sum(30, 0.0, [0.1])
assert rows0[0, 2] > 0 and abs(rows0[0, :2].sum()) < 1e-14

field = 1.0
omega = 2 * const.physical_constants['Bohr magneton'][0] * field / const.hbar
quantum = const.hbar * omega / const.e
alpha = total[1]
decay = (1 + alpha**2) / (alpha * omega)
tau = const.hbar / const.e / (2 * etas[1])

print(f"first-neighbour hoppings sigma, pi: {HOP[1]} eV")
print(f"second-neighbour hoppings sigma, pi: {HOP[2]} eV")
print(f"exchange splitting: {SPLIT} eV")
print(f"spin-orbit strength xi: {XI} eV")
print(f"Fermi level: {MU} eV")
print(f"macrospin energy loss / (hbar S Omega): {lost:.6f}")
print(f"Gilbert heat / (hbar S Omega): {gilbert_heat:.6f}")
print(f"cluster torque identity, largest error: {cluster_err:.1e} eV")
print(f"largest level slope at test k: {np.max(abs(slope)):.6f} eV/rad")
print("Test k = (0.7, 1.1, 1.9)/a, eta 0.1 eV, kT 0.05 eV:")
print(f"test chemical potential: {mu_t:.4f} eV")
print(f"friction/hbar, formula: {fr_formula:.5e}")
print(f"friction/hbar, driven at {slow} eV: {fr_driven:.5e}")
print(f"same with frame term: {fr_frame:.5e}")
print(f"friction/hbar, driven at 0.2 eV: {fr_fast:.5e}")
print(f"xi=0, lab-fixed baths, formula: {leak_formula:.5e}")
print(f"xi=0, lab-fixed baths, driven: {leak_driven:.5e}")
print(f"spin per cell S: {spin:.4f} hbar")
print("eta(eV)  intraband  interband  total alpha  exchange form")
for eta, row, tot in zip(etas, rows, total):
    print(f"{eta:5.2f}  {row[0]:.3e}  {row[1]:.3e}  {tot:.3e}  {row[2]:.3e}")
print(f"largest change of total alpha with mesh: {100*mesh_change:.2f} %")
print(f"exchange form at xi=0, eta=0.1 eV: {rows0[0, 2]:.3e}")
print(f"lifetime hbar/(2 eta) at eta=0.1 eV: {tau*1e15:.3f} fs")
print(f"precession quantum at {field} T: {quantum*1e3:.4f} meV")
print(f"precession angular frequency at {field} T: {omega:.4e} rad/s")
print(f"precession decay time at eta=0.1 eV: {decay*1e9:.3f} ns")
print("all assertions hold")
```

Output:

```
first-neighbour hoppings sigma, pi: (0.5, -0.1) eV
second-neighbour hoppings sigma, pi: (0.2, -0.05) eV
exchange splitting: 2.0 eV
spin-orbit strength xi: 0.1 eV
Fermi level: 0.0 eV
macrospin energy loss / (hbar S Omega): 0.381680
Gilbert heat / (hbar S Omega): 0.381680
cluster torque identity, largest error: 1.6e-09 eV
largest level slope at test k: 0.012953 eV/rad
Test k = (0.7, 1.1, 1.9)/a, eta 0.1 eV, kT 0.05 eV:
test chemical potential: 0.0031 eV
friction/hbar, formula: 1.00402e-02
friction/hbar, driven at 0.001 eV: 1.00400e-02
same with frame term: 1.00401e-02
friction/hbar, driven at 0.2 eV: 5.46307e-03
xi=0, lab-fixed baths, formula: 2.34000e-01
xi=0, lab-fixed baths, driven: 2.34131e-01
spin per cell S: 1.0980 hbar
eta(eV)  intraband  interband  total alpha  exchange form
 0.05  2.217e-03  8.399e-03  1.062e-02  8.619e-02
 0.10  9.929e-04  7.488e-03  8.481e-03  1.370e-01
 0.20  4.117e-04  5.606e-03  6.017e-03  2.137e-01
 0.40  1.530e-04  3.651e-03  3.804e-03  3.178e-01
 0.80  5.185e-05  2.140e-03  2.192e-03  3.855e-01
largest change of total alpha with mesh: 0.28 %
exchange form at xi=0, eta=0.1 eV: 1.285e-01
lifetime hbar/(2 eta) at eta=0.1 eV: 3.291 fs
precession quantum at 1.0 T: 0.1158 meV
precession angular frequency at 1.0 T: 1.7588e+11 rad/s
precession decay time at eta=0.1 eV: 0.670 ns
all assertions hold
```
